# Why a 40 nm gray free path does not make silicon films bulk-like

A model of silicon with a bulk thermal conductivity of 150 W/(m K) at 300 K has a phonon free path of 43 nm by a simple one-path estimate. Let a film 200 nm thick, 4.6 times that path, have rough walls that scatter phonons in all directions. It should then conduct along its plane nearly as well as the bulk: the estimate gives 138 W/(m K). Summing over the phonons of the same model gives 70 W/(m K). The film has lost more than half of its conductivity to walls that seemed too far apart to matter.

## The one-path estimate

A description that gives all phonons one free path is called gray. It uses the kinetic formula \(k=\tfrac13 C v_s\Lambda_g\), where \(k\) is the bulk conductivity, \(C\) the heat capacity per volume and \(v_s\) the sound speed. With \(C=1.623\times10^{6}\) J/(m³ K) and \(v_s=6400\) m/s,

\[
\Lambda_g=\frac{3k}{Cv_s}=\frac{3\times150}{1.623\times10^{6}\times6400}\ \text{m}=43\ \text{nm}.
\]

The formula thereby lets every joule of stored heat travel at the speed of sound. That will turn out to be one of two faults.

## What diffuse walls do to one free path

Let the film occupy \(0<z<d\), with a small temperature gradient \(G=dT/dx\) along it. A phonon mode has velocity \(\mathbf v\), relaxation time \(\tau\), free path \(\Lambda=v\tau\) and heat capacity \(C_1\). Let \(g\) be its energy in excess of local equilibrium. In the relaxation-time approximation, to first order in \(G\), the steady Boltzmann equation is

\[
v_z\frac{\partial g}{\partial z}+v_xC_1G=-\frac{g}{\tau}.
\]

Far from any wall \(g\) does not depend on \(z\), so \(g=-\tau v_xC_1G\).

Now take the walls to be diffuse: the phonons leaving a wall occupy all outgoing directions equally, whatever directions they came from. The energy flux they carry away then follows a cosine law, since steep directions leave the wall faster. The source term is odd in \(v_x\), so \(g\) is odd too, and its average over directions is zero. Phonons therefore leave a wall with \(g=0\). For \(v_z>0\) the solution that vanishes at \(z=0\) is

\[
g=-\tau v_xC_1G\left(1-e^{-s/\Lambda}\right),\qquad s=\frac{z}{\mu},\qquad \mu=\frac{|v_z|}{v}.
\]

Here \(s\) is the distance back to the wall along the flight direction. Phonons moving the other way behave alike, with \(d-z\) in place of \(z\). A phonon that has recently left a wall has had little time to acquire a drift.

The heat flux is the sum of \(v_xg\), so each direction has weight \(v_x^2\). Averaging \(v_x^2/v^2\) over the azimuth gives \((1-\mu^2)/2\), and its average over all directions is \(1/3\). With \(K=\Lambda/d\), the average over the thickness is

\[
\frac1d\int_0^d\left(1-e^{-z/(\mu\Lambda)}\right)dz
=1-K\mu\left(1-e^{-1/(K\mu)}\right).
\]

The ratio of film to bulk conductivity for one free path is therefore

\[
F(K)=\frac32\int_0^1(1-\mu^2)\left[1-K\mu\left(1-e^{-1/(K\mu)}\right)\right]d\mu .
\]

Since \(\frac32\int_0^1(1-\mu^2)d\mu=1\), this becomes

\[
F(K)=1-\frac{3K}{2}\int_0^1(\mu-\mu^3)\left(1-e^{-1/(K\mu)}\right)d\mu .
\]

For small \(K\) the exponential is negligible. The remaining integral is \(\tfrac12-\tfrac14=\tfrac14\), so \(F\approx1-\tfrac38K\).

For large \(K\), the square bracket in the first form is close to \(1/(2K\mu)\) as long as \(K\mu\gg1\). Integrating from \(\mu\sim1/K\) to 1 gives, to leading logarithm, \(F\approx\frac{3}{4K}\ln K\). The product \(\Lambda F\), which measures what a phonon contributes in the film, then grows as \(\tfrac34d\ln(\Lambda/d)\). In the bulk it would grow as \(\Lambda\). Long free paths are not switched off by the film, but most of their advantage is gone.

The gray path gives \(K=43.3/200=0.217\), and

\[
F\approx1-\tfrac38\times0.217=0.919,\qquad 0.919\times150=138\ \text{W/(m K)}.
\]

A random walk between diffuse walls, with the conductivity taken from the mean-square displacement, tests this factor. At \(K=1\) the walk and the formula both give 0.684.

## The same film with a spectrum of paths

The model has three equal, isotropic acoustic branches,

\[
\omega=\omega_m\sin\frac{\pi q}{2q_0},\qquad
v=\frac{d\omega}{dq}=v_s\cos\frac{\pi q}{2q_0},\qquad
\omega_m=\frac{2q_0v_s}{\pi}.
\]

The sphere of radius \(q_0\) holds one wavevector per primitive cell, so \(q_0^3=6\pi^2n\), with \(n\) the number of cells per volume. Three optical modes per cell, at 15 THz, store heat but have no velocity. The cell size, speed, optical frequency and bulk conductivity are rough silicon values used as inputs.

One mode stores the energy \(\hbar\omega/(e^{2y}-1)\), with \(y=\hbar\omega/(2k_BT)\). Its temperature derivative is \(C_1=k_B(y/\sinh y)^2\). The number of acoustic modes per volume between \(q\) and \(q+dq\) is \(3q^2dq/(2\pi^2)\), so their heat capacity is \(c\,dq\) with \(c=3q^2C_1/(2\pi^2)\). Summing the bulk flux, with \(v_x^2\) averaging to \(v^2/3\), gives

\[
k=\frac13\int_0^{q_0}c\,v^2\tau\,dq=\frac13\int_0^{q_0}c\,v\,\Lambda\,dq .
\]

The scattering rate is assumed to be \(1/\tau=A\omega^2\). Requiring \(k=150\) W/(m K) fixes \(A=2.9\times10^{-17}\) s. The free path is then

\[
\Lambda=\frac{v}{A\omega^2}=\frac{v_s}{A\omega_m^2}\,\frac{\cos(\pi q/2q_0)}{\sin^2(\pi q/2q_0)} .
\]

It falls steadily from very large values at small \(q\) to zero at \(q_0\), so the phonons with paths above a given length are those below a certain \(q\). Counting them gives these shares of the bulk heat flow and of the total heat capacity:

| Free path above | Heat flow | Heat capacity |
|---|---|---|
| 40 nm | 97% | 28% |
| 200 nm | 70% | 5% |
| 1000 nm | 36% | 0.5% |
| 10000 nm | 12% | 0.02% |

Half of the heat flows on paths longer than about 475 nm. A twentieth of the heat capacity, the part with paths longer than the film is thick, carries 70% of the current. The heat that a group of phonons stores is therefore a poor guide to its share of the current.

In the film each path receives its own factor:

\[
k_{\text{film}}=\frac13\int_0^{q_0}c\,v\,\Lambda\,F(\Lambda/d)\,dq .
\]

For \(d=200\) nm this is 0.467 of the bulk value, or \(0.467\times150=70\) W/(m K). A direct sum over wavevectors in three dimensions, with the same \(A\) but without \(F\) or the radial integral, agrees within its 2% tolerance.

The loss can be assigned to its carriers. It amounts to \(150-70=80\) W/(m K), and 90% of it, about 72 W/(m K), comes from phonons with paths above 200 nm. In the bulk they carry \(0.70\times150=105\) W/(m K), so about a third of that remains. The phonons with shorter paths drop only from about 45 to 37 W/(m K). The shorter paths thus lose less than a fifth of their conductivity, the longer ones about two thirds. The gray picture misses most of the loss because one short path stands in for a wide range of paths, and most of the heat flows on the long ones.

## Why so few phonons carry so much

At low frequency \(q=\omega/v_s\), \(v=v_s\) and \(C_1=k_B\). The contribution of an interval \(d\omega\) to the conductivity is

\[
dk=\frac13\cdot\frac{3\omega^2k_B}{2\pi^2v_s^3}\cdot v_s^2\cdot\frac{1}{A\omega^2}\,d\omega
=\frac{k_B}{2\pi^2v_sA}\,d\omega .
\]

The number of modes grows as \(\omega^2\), the lifetime falls as \(1/\omega^2\), and equal frequency intervals carry equal heat. Paths longer than \(L\) belong to frequencies below \(\omega_L=\sqrt{v_s/(AL)}\), so for large \(L\)

\[
k(\Lambda>L)=\frac{k_B\,\omega_L}{2\pi^2v_sA}\propto L^{-1/2}.
\]

To halve this contribution, \(L\) must grow fourfold. At 10000 nm the law gives 11.7% of the bulk conductivity, the same as the full integral to the digits shown.

This slow decrease also governs thick films. The loss is \(\int(1-F)\,dk\). Put \(\omega=\omega_du\), where \(\omega_d\) is \(\omega_L\) at \(L=d\); then \(K=\Lambda/d=u^{-2}\). Extending the low-frequency form to all \(u\) gives the leading term for large \(d\),

\[
k-k_{\text{film}}\approx k(\Lambda>d)\int_0^\infty\left[1-F(u^{-2})\right]du .
\]

Insert the integral for \(1-F\) and substitute \(u=\sqrt\mu\,w\) in the inner integral:

\[
\int_0^\infty\frac{\mu}{u^2}\left(1-e^{-u^2/\mu}\right)du
=\sqrt\mu\int_0^\infty\frac{1-e^{-w^2}}{w^2}\,dw=\sqrt{\pi\mu}.
\]

The last step is an integration by parts, which leaves \(\int_0^\infty2e^{-w^2}dw=\sqrt\pi\). The remaining angular integral is

\[
\frac32\sqrt\pi\int_0^1\left(\mu^{1/2}-\mu^{5/2}\right)d\mu
=\frac32\sqrt\pi\left(\frac23-\frac27\right)=\frac{4\sqrt\pi}{7}\approx1.01 .
\]

In this model the relative loss of a thick film is thus nearly equal to the share of heat carried by paths longer than its thickness. For 10000 nm the leading term is \(1.01\times0.117=0.12\), and the full calculation gives \(1-0.889=0.11\). The leading term is not yet exact there, since it extends the low-frequency form to frequencies where that form no longer holds, including those above \(\omega_m\), where the model has no acoustic modes.

The gray loss, \(\tfrac38\Lambda_g/d\), falls much faster, as \(1/d\). It predicts 90% of the bulk conductivity at \(d=3.75\,\Lambda_g=162\) nm. The spectrum, with walls that are diffuse for every phonon, requires about 12.5 µm.

With this scattering law one cannot repair the gray loss by averaging \(\tfrac38\Lambda/d\) over the heat flow. That average contains \(\int c\,v\,\Lambda^2dq\), whose integrand behaves as \(\omega^2\cdot\omega^{-4}\) at low frequency, and the integral diverges. However thick the film, the phonons with paths longer than \(d\), for which the small-\(K\) formula fails, account for a finite part of the loss. This depends on the law: with \(1/\tau\propto\omega\) the integrand behaves as \(\omega^2\cdot\omega^{-2}\), the average converges, and the loss of a thick film falls as \(1/d\).

## The general statement

For diffuse walls the gray estimate is never too low, whatever the scattering law, as long as no phonon is faster than the speed \(v_s\) it uses. Define the average path of the moving heat,

\[
\bar\Lambda=\frac{\int c\,v\,\Lambda\,dq}{\int c\,v\,dq}=\frac{3k}{\int c\,v\,dq}.
\]

For any isotropic phonon spectrum with finite \(k\), treated in the relaxation-time approximation with diffuse walls and heat flowing along the film,

\[
\frac{k_{\text{film}}}{k}\le F\!\left(\frac{\bar\Lambda}{d}\right)\le F\!\left(\frac{\Lambda_g}{d}\right).
\]

The second inequality requires \(\int c\,v\,dq\le Cv_s\). This holds whenever no phonon is faster than the speed \(v_s\) used in the gray estimate. In real silicon longitudinal sound is faster than 6400 m/s, so there the integral condition itself has to be checked.

**Proof.** At a fixed distance \(s\) from the wall, a phonon contributes in proportion to \(h(\Lambda)=\Lambda(1-e^{-s/\Lambda})\). Differentiating once,

\[
h'=1-e^{-s/\Lambda}-\frac{s}{\Lambda}e^{-s/\Lambda},
\]

and once more,

\[
h''=-\frac{s}{\Lambda^2}e^{-s/\Lambda}+\frac{s}{\Lambda^2}e^{-s/\Lambda}-\frac{s^2}{\Lambda^3}e^{-s/\Lambda}
=-\frac{s^2}{\Lambda^3}e^{-s/\Lambda}<0 .
\]

So \(h\) is concave. The function \(\Phi(\Lambda)=\Lambda F(\Lambda/d)\) is an average of \(h\) over positions and directions with positive weights, so it is concave too and lies below each of its tangents:

\[
\Phi(\Lambda)\le\Phi(\bar\Lambda)+\Phi'(\bar\Lambda)(\Lambda-\bar\Lambda).
\]

Average both sides with the weight \(c\,v/\int c\,v\,dq\), written \(\langle\cdot\rangle\). Because \(\langle\Lambda\rangle=\bar\Lambda\), the linear term vanishes and \(\langle\Phi\rangle\le\Phi(\bar\Lambda)\). The common factor \(\tfrac13\int c\,v\,dq\) cancels from the ratio of conductivities, so

\[
\frac{k_{\text{film}}}{k}=\frac{\langle\Phi\rangle}{\bar\Lambda}\le\frac{\Phi(\bar\Lambda)}{\bar\Lambda}=F\!\left(\frac{\bar\Lambda}{d}\right).
\]

For the second inequality, \(\int c\,v\,dq\le Cv_s\) gives \(\bar\Lambda\ge\Lambda_g\). The factor \(1-e^{-s/\Lambda}\) decreases as \(\Lambda\) grows, so its average \(F\) does as well. This completes the proof.

The two inequalities separate the two faults. In the example \(\bar\Lambda=199\) nm, 4.6 times the gray path. Acoustic modes hold only \(0.958/1.623=0.59\) of the heat capacity, and their mean speed, weighted by heat capacity, is

\[
\frac{3k}{\bar\Lambda\,C_{\text{ac}}}=\frac{450}{199\times10^{-9}\times0.958\times10^{6}}\approx2400\ \text{m/s},
\]

or 0.37 of \(v_s\). The product \(0.59\times0.37=0.22\) accounts for the factor 4.6. Correcting this fault lowers the predicted ratio from 0.919 to 0.685. Replacing the average path by the actual spread lowers it further, to 0.467. The two faults are of similar size here. The first inequality becomes an equality when all moving phonons share one path, and then a one-path description with \(\bar\Lambda\) is correct.

## How far the numbers can be trusted

The value 0.47 belongs to the assumed rate. With \(1/\tau\propto\omega\), refitted to the same bulk conductivity, the 200 nm film keeps 0.60, and paths above 200 nm carry 65% of the heat. The size of the reduction changes, but the film is still far from bulk-like. The thick-film results are much more sensitive: the \(d^{-1/2}\) loss and the 12.5 µm belong to the \(\omega^2\) law, and with \(1/\tau\propto\omega\) the thickness needed for 90% is nearly ten times smaller. The model also leaves out isotope scattering, the differences between branches and the anisotropy of the crystal, so its conductivities are not predictions for a particular sample.

The walls matter as much as the spectrum. A perfectly smooth wall reverses \(v_z\) and keeps \(v_x\). The bulk solution \(g=-\tau v_xC_1G\) then satisfies the wall condition, and in this description the film loses nothing. Gently rough walls are usually described as lying between the two limits; steeply faceted walls that send phonons back the way they came can reduce the conductivity below the diffuse value. Roughness much smaller than a phonon's wavelength reflects it almost like a mirror, and the phonons with the longest paths also have the longest wavelengths, about 9 nm at a path of 10000 nm. Treating the walls as diffuse for every phonon therefore overstates the loss in films with smooth surfaces, by the largest factor in thick ones, where the longest paths make up most of the loss. The bounds proved here concern diffuse walls and flow along the film; heat crossing the film is a different boundary problem. The numerical output below gives the computed values with more digits.

## Values computed for the example and the checks

```
temperature: 300 K
cubic cell edge: 0.54 nm
sound speed: 6400 m/s
optical frequency: 15 THz
bulk conductivity (input): 150 W/(m K)
film thickness: 200 nm
zone radius q0: 11.46 1/nm
top acoustic omega_m: 46.7 rad/ps
fitted A in 1/tau = A omega^2: 2.915e-17 s
acoustic heat capacity: 0.958 MJ/(m^3 K)
optical heat capacity: 0.665 MJ/(m^3 K)
total heat capacity: 1.623 MJ/(m^3 K)
gray free path: 43.3 nm
carrier-average free path: 199 nm
median free path by heat flow: 475 nm
free path above | heat-flow share | stored-heat share
    40 nm | 97.2 % | 27.883 %
   200 nm | 70.1 % | 5.044 %
  1000 nm | 35.8 % | 0.518 %
 10000 nm | 11.7 % | 0.017 %
long-path law, share above 10000 nm: 11.7 %
film/bulk, path exactly 40 nm: 0.925
film/bulk, gray path: 0.919
film/bulk, carrier-average path: 0.685
film/bulk, full spectrum: 0.467
film conductivity, gray: 138 W/(m K)
film conductivity, spectrum: 70 W/(m K)
share of loss from paths above 200 nm: 90 %
thickness | gray film/bulk | spectral film/bulk
   100 nm | 0.841 | 0.360
   200 nm | 0.919 | 0.467
  1000 nm | 0.984 | 0.696
 10000 nm | 0.998 | 0.889
thickness for 90 % of bulk, gray: 162 nm
thickness for 90 % of bulk, spectrum: 12.5 um
rate ~ omega: film/bulk at 200 nm: 0.604
rate ~ omega: heat share above 200 nm: 65.3 %
path/thickness 0.2: walk 0.926, formula 0.925
path/thickness 1.0: walk 0.684, formula 0.684
mode sum: bulk 148.9, film 69.7 W/(m K)
```
